# Radial Dirac–Fock–Breit Equations for Closed-Shell Atoms, part 2

We seek the radial Dirac–Fock–Breit equations of a closed-shell atom, in Hartree units with $\alpha=1/c$. Subshells are $A=(n,\kappa)$, orbitals $a=(A,m_a)$; $\kappa=-(l+1)$ for $j=l+\tfrac12$, $\kappa=l$ for $j=l-\tfrac12$, and a full subshell holds $q=2j+1=2|\kappa|$ electrons. With real $P_A,Q_A$ and $\int(P_A^2+Q_A^2)\,dr=1$,

$$\psi_a=\frac1r\begin{pmatrix}P_A\,\Omega_{\kappa_Am_a}\\ iQ_A\,\Omega_{-\kappa_Am_a}\end{pmatrix},\qquad \Omega_{\kappa m}=\sum_\mu\langle l\,m{-}\mu\,\tfrac12\,\mu|jm\rangle Y_{l,m-\mu}\chi_\mu .\tag{1}$$

At the pole $\Omega_{\kappa m}(\hat{\mathbf z})=\omega_\kappa(m)\chi_m$ for $m=\pm\tfrac12$, zero otherwise:

$$\omega_\kappa(-\tfrac12)=\sqrt{\frac{q}{8\pi}},\qquad \omega_\kappa(+\tfrac12)=\eta_\kappa\sqrt{\frac{q}{8\pi}},\qquad \eta_\kappa=(-1)^{j-l-1/2}=-\operatorname{sgn}\kappa .\tag{2}$$

$$\boldsymbol\sigma\cdot\mathbf L\,\Omega_{\kappa m}=-(\kappa+1)\Omega_{\kappa m},\qquad \boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_{\kappa m}=-\Omega_{-\kappa m},\qquad \sum_m\Omega_{\kappa m}\Omega_{\kappa m}^\dagger=\frac{q}{8\pi}\mathbb 1 .\tag{3}$$

The one-electron energy, with nuclear potential $V_{\rm nuc}$ and rest energy removed, is

$$I_A=\int\Big[V_{\rm nuc}P_A^2+(V_{\rm nuc}-2c^2)Q_A^2+cP_A\Big(-Q_A'+\frac{\kappa_A}{r}Q_A\Big)+cQ_A\Big(P_A'+\frac{\kappa_A}{r}P_A\Big)\Big]dr .\tag{5}$$

The electron–electron interaction is $1/r_{12}+B$:

$$B=-\alpha_{1i}D_{ij}\alpha_{2j},\qquad D_{ij}=\frac{\delta_{ij}+n_in_j}{2r_{12}},\qquad \mathbf n=\frac{\mathbf r_1-\mathbf r_2}{r_{12}}.\tag{6}$$

$$D_{ij}=\frac{\delta_{ij}}{r_{12}}+\frac12\,\partial_{1i}\partial_{2j}\,r_{12}.\tag{7}$$

$$D_{ij}(\mathbf k)=\frac{4\pi}{k^2}\big(\delta_{ij}-\hat k_i\hat k_j\big).\tag{8}$$

The terms of (7) are Gaunt and retardation. For $\mathbf j_{ab}=\psi_a^\dagger\boldsymbol\alpha\psi_b$,

$$\mathbf j_{ab}=\frac{i}{r^2}\Big[P_AQ_B\,\Omega^\dagger_{\kappa_Am_a}\boldsymbol\sigma\,\Omega_{-\kappa_Bm_b}-Q_AP_B\,\Omega^\dagger_{-\kappa_Am_a}\boldsymbol\sigma\,\Omega_{\kappa_Bm_b}\Big].\tag{9}$$

The direct Breit term vanishes; exchange gives, with $\tilde{\mathbf j}^{\,T}$ the Fourier transform's part perpendicular to $\mathbf k$,

$$E_B=\frac12\sum_{ab}\iint\mathbf j_{ab}(1)\cdot D\cdot\mathbf j^*_{ab}(2)=\frac12\sum_{ab}\int\!\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,\big|\tilde{\mathbf j}^{\,T}_{ab}(\mathbf k)\big|^2 .\tag{11}$$

With $Y=Y_{JM}$, $\mathbf L=-i\mathbf r\times\nabla$ and $\hat{\mathbf r}\times\mathbf LY=ir\nabla Y$, the vector harmonics are

$$\mathbf Y_{JJM}=\frac{\mathbf LY}{\sqrt{J(J+1)}},\qquad \mathbf Y_{J,J-1,M}=\frac{J\hat{\mathbf r}Y+r\nabla Y}{\sqrt{J(2J+1)}},\qquad \mathbf Y_{J,J+1,M}=\frac{r\nabla Y-(J+1)\hat{\mathbf r}Y}{\sqrt{(J+1)(2J+1)}}.\tag{12}$$

$$\nabla(fY_{JM})=n_-\,(\mathcal D^-f)\,\mathbf Y_{J,J-1,M}+n_+\,(\mathcal D^+f)\,\mathbf Y_{J,J+1,M},\tag{14}$$

with $n_-=\sqrt{J/(2J+1)}$, $n_+=-\sqrt{(J+1)/(2J+1)}$, $\mathcal D^-=\partial_r+(J+1)/r$, $\mathcal D^+=\partial_r-J/r$.

Let $r=r_1$, $s=r_2$, $U_L=r_<^L/r_>^{L+1}$. The Gaunt part is $\mathbb 1/r_{12}=4\pi\sum_{JLM}\mathbf Y_{JLM}(1)\,\frac{U_L}{2L+1}\,\mathbf Y^*_{JLM}(2)$. For retardation, $g_J(r,s)$ is the coefficient in $r_{12}$ of the Legendre polynomial $P_J(x)=\frac{4\pi}{2J+1}\sum_MY_{JM}(1)Y^*_{JM}(2)$, $x=\hat{\mathbf r}_1\cdot\hat{\mathbf r}_2$. For $r<s$,

$$\begin{aligned}\mathcal D^+_r\mathcal D^+_sg_J&=-\frac{2(2J+1)}{2J+3}U_{J+1}, & \mathcal D^-_r\mathcal D^-_sg_J&=-\frac{2(2J+1)}{2J-1}U_{J-1},\\ \mathcal D^+_r\mathcal D^-_sg_J&=0, & \mathcal D^-_r\mathcal D^+_sg_J&=(2J+1)\,W_J(r,s),\end{aligned}\tag{16}$$

with $W_J(r,s)=r^{J-1}/s^J-r^{J+1}/s^{J+2}$. For $r>s$ the first line is unchanged and the mixed derivatives exchange roles.

**The full kernel.** By (7) and (14), the retardation part adds $n_\lambda n_{\lambda'}\mathcal D^\lambda_r\mathcal D^{\lambda'}_sg_J/[2(2J+1)]$ to the kernel $K^J_{LL'}$ defined by

$$D=4\pi\sum_{JM}\sum_{LL'}\mathbf Y_{JLM}(1)\,K^J_{LL'}(r,s)\,\mathbf Y^*_{JL'M}(2).\tag{17}$$

For $L=L'=J-1$ the sum of the two parts is $\frac{U_{J-1}}{2J-1}[1-\frac{J}{2J+1}]$, and for $L=L'=J+1$ it is $\frac{U_{J+1}}{2J+3}[1-\frac{J+1}{2J+1}]$. With $n_-n_+=-\sqrt{J(J+1)}/(2J+1)$ for the mixed element,

$$\begin{aligned}K^J_{JJ}&=\frac{U_J}{2J+1},\qquad K^J_{J-1,J-1}=\frac{(J+1)\,U_{J-1}}{(2J+1)(2J-1)},\qquad K^J_{J+1,J+1}=\frac{J\,U_{J+1}}{(2J+1)(2J+3)},\\ K^J_{J-1,J+1}(r,s)&=-\frac{\sqrt{J(J+1)}}{2(2J+1)}\,W_J(r,s)\,\theta(s-r),\qquad K^J_{J+1,J-1}(r,s)=K^J_{J-1,J+1}(s,r).\end{aligned}\tag{18}$$

For $J=0$ the only field is $\mathbf Y_{010}\propto\hat{\mathbf r}$ and its kernel vanishes, as (8) requires: a spherically symmetric radial field is a gradient and has no transverse part. The channel $L=J$ is called magnetic and is untouched by retardation, since gradients contain no $\mathbf LY$; the channels $L=J\pm1$ are called electric. Summed to $J=22$ at two points with radii $0.7$ and $2.0$ bohr, taken in both orders, (17)–(18) reproduce the Cartesian tensor (6) with a largest absolute error of $3.1\times10^{-11}$ bohr$^{-1}$.

### Angular matrix elements

Write $\langle\kappa|X|\kappa'\rangle=\int\Omega^\dagger_{\kappa m_a}X\,\Omega_{\kappa'm_b}d\Omega$. Because $\mathbf L$ is a first-order differential operator, $\boldsymbol\sigma\cdot(\mathbf LY)=[\boldsymbol\sigma\cdot\mathbf L,Y]$, and $\boldsymbol\sigma\cdot\mathbf L$ is Hermitian with eigenvalues $-(\kappa+1)$. The product rule for Pauli matrices gives $(\boldsymbol\sigma\cdot\hat{\mathbf r})\,\boldsymbol\sigma\cdot(\mathbf LY)=i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf LY)=-\boldsymbol\sigma\cdot r\nabla Y$. Letting $\boldsymbol\sigma\cdot\hat{\mathbf r}$ act to the left through (3),

$$\begin{aligned}\langle\kappa|\boldsymbol\sigma\cdot\mathbf LY|\kappa'\rangle&=(\kappa'-\kappa)\langle\kappa|Y|\kappa'\rangle,\\ \langle\kappa|\boldsymbol\sigma\cdot\hat{\mathbf r}\,Y|\kappa'\rangle&=-\langle-\kappa|Y|\kappa'\rangle,\\ \langle\kappa|\boldsymbol\sigma\cdot r\nabla Y|\kappa'\rangle&=\langle-\kappa|\boldsymbol\sigma\cdot\mathbf LY|\kappa'\rangle=(\kappa+\kappa')\langle-\kappa|Y|\kappa'\rangle .\end{aligned}\tag{19}$$

Inserting $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$ next to the scalar $Y$ shows also that $\langle-\kappa|Y|-\kappa'\rangle=\langle\kappa|Y|\kappa'\rangle$. Let $y=\langle\kappa_A|Y_{JM}|\kappa_B\rangle$, $\bar y=\langle-\kappa_A|Y_{JM}|\kappa_B\rangle=\langle\kappa_A|Y_{JM}|-\kappa_B\rangle$ and $\Delta=\kappa_A-\kappa_B$.

The first term of (9) needs $(\kappa,\kappa')=(\kappa_A,-\kappa_B)$, for which (19) gives $-(\kappa_A+\kappa_B)\bar y$, $-y$ and $\Delta y$. The second term needs $(-\kappa_A,\kappa_B)$, for which it gives $(\kappa_A+\kappa_B)\bar y$, $-y$ and $-\Delta y$, and it enters with a minus sign. For $L=J$ both terms carry $-(\kappa_A+\kappa_B)\bar y$. For $L=J-1$ the numerator in (12) gives $(\Delta-J)y$ and $-(-J-\Delta)y=(\Delta+J)y$. For $L=J+1$ it gives $(\Delta+J+1)y$ and $-(-\Delta+J+1)y=(\Delta-J-1)y$. So

$$r^2\!\int\mathbf j_{ab}\cdot\mathbf Y_{JLM}\,d\Omega=\begin{cases}-i(\kappa_A+\kappa_B)\,\bar y\,S/\sqrt{J(J+1)}, & L=J,\\ i\,y\,M/\sqrt{J(2J+1)}, & L=J-1,\\ i\,y\,N/\sqrt{(J+1)(2J+1)}, & L=J+1,\end{cases}\tag{20}$$

with the radial currents (from here on $M$ standing alone is this function)

$$\begin{aligned}S&=P_AQ_B+Q_AP_B,\\ M&=(\Delta-J)P_AQ_B+(\Delta+J)Q_AP_B,\\ N&=(\Delta+J+1)P_AQ_B+(\Delta-J-1)Q_AP_B .\end{aligned}\tag{21}$$

The sum over magnetic quantum numbers of $|y|^2$ remains. The functions $(-1)^{j_A-m_a}\Omega^\dagger_{\kappa_Am_a}$ transform as the components $-m_a$ of rank $j_A$, so the coupled product

$$F_{J\mu}=\sum_{m_am_b}(-1)^{j_A-m_a}\langle j_A\,{-m_a}\,j_Bm_b|J\mu\rangle\,\Omega^\dagger_{\kappa_Am_a}\Omega_{\kappa_Bm_b}$$

is a scalar function of rank $J$ and must equal $f_JY_{J\mu}$. Inverting with the orthogonality of the Clebsch–Gordan coefficients, and using $\int Y_{J\mu'}Y_{J\mu}\,d\Omega=(-1)^\mu\delta_{\mu',-\mu}$, each of the $2J+1$ values of $\mu$ contributes $|f_J|^2$ to $\sum|y|^2$. The constant is read off at the pole, where $F_{J0}=f_J\sqrt{(2J+1)/4\pi}$ has two terms, $m_a=m_b=\pm\tfrac12$, each of magnitude $|C|\sqrt{q_Aq_B}/8\pi$ with $C=\langle j_A\tfrac12\,j_B\,{-\tfrac12}|J0\rangle$. Their relative sign is the product of $-1$ from the phase $(-1)^{j_A-m_a}$, of $(-1)^{j_A+j_B-J}$ from reversing the projections in $C$, and of $\eta_A\eta_B=(-1)^{j_A+j_B-l_A-l_B-1}$ from (2). Since $j_A+j_B$ is an integer, the product is $(-1)^{l_A+l_B+J}$. The terms cancel for odd $l_A+l_B+J$; for even, $|f_J|^2(2J+1)/4\pi=4C^2q_Aq_B/64\pi^2$. Hence

$$\sum_{m_am_b\mu}|y|^2=\frac{(2J+1)\,q_Aq_B}{4\pi}\,\Lambda_J(\kappa_A,\kappa_B),\qquad \Lambda_J=\frac{C^2}{2J+1}=\begin{pmatrix}j_A&J&j_B\\ \tfrac12&0&-\tfrac12\end{pmatrix}^2\tag{22}$$

for $l_A+l_B+J$ even and $|j_A-j_B|\le J\le j_A+j_B$, and $\Lambda_J=0$ otherwise. The sum for $\bar y$ is the same with $\Lambda_J(-\kappa_A,\kappa_B)$, which is nonzero for $l_A+l_B+J$ odd. Each $J$ therefore acts in the magnetic or in the electric channel, not in both. Against quadrature on the sphere with spinors and vector harmonics built from Clebsch–Gordan sums, (20) and (22) hold to $3.9\times10^{-15}$ for five pairs of $\kappa$, and the angular factor of the full-shell current vanishes to $4.2\times10^{-17}$ while that of a single $m$ reaches at least $0.080$ for each $\kappa$ tried.

### The radial energy

Insert (17) in (11). The factor at point 1 is (20), the factor at point 2 is its complex conjugate, and $4\pi\sum|y|^2=(2J+1)q_Aq_B\Lambda_J$. Write $\langle fUg\rangle=\iint f(r)U(r,s)g(s)\,dr\,ds$. Each coefficient is $(2J+1)$ times the constant in (18) times the normalizers in (20). In the magnetic channel this is $(2J+1)\cdot\frac1{2J+1}\cdot\frac{(\kappa_A+\kappa_B)^2}{J(J+1)}$. For $L=L'=J-1$ it is $\frac{J+1}{2J-1}\cdot\frac1{J(2J+1)}$, and for $L=L'=J+1$ it is $\frac{J}{2J+3}\cdot\frac1{(J+1)(2J+1)}$. The two mixed elements are equal after renaming $r\leftrightarrow s$, and together give $2\cdot\big[-\tfrac12\sqrt{J(J+1)}\big]\big/\big[\sqrt{J(J+1)}\,(2J+1)\big]$. Thus $E_B=\tfrac12\sum_{AB}q_Aq_B\,e_{AB}$ with

$$e_{AB}=\sum_{J\ge1}\Big\{\bar\Lambda_Jc_0\langle SU_JS\rangle+\Lambda_J\Big[c_-\langle MU_{J-1}M\rangle+c_+\langle NU_{J+1}N\rangle-c_\times\!\!\iint_{r<s}\!\!M(r)W_J(r,s)N(s)\Big]\Big\},\tag{23}$$

where $\Lambda_J=\Lambda_J(\kappa_A,\kappa_B)$, $\bar\Lambda_J=\Lambda_J(-\kappa_A,\kappa_B)$ and

$$c_0=\frac{(\kappa_A+\kappa_B)^2}{J(J+1)},\quad c_-=\frac{J+1}{J(2J-1)(2J+1)},\quad c_+=\frac{J}{(J+1)(2J+1)(2J+3)},\quad c_\times=\frac1{2J+1}.\tag{24}$$

By (11), $e_{AB}\ge0$. For the Gaunt operator the kernel is $U_L/(2L+1)$ alone, so $c_0$ is unchanged, $c_-=1/[J(2J-1)]$, $c_\times=0$, and $c_+=1/[(J+1)(2J+3)]$ now acts for $J=0$ as well.

The Coulomb energy needs only (22). The overlap density is $\psi_a^\dagger\psi_b$, whose projection on $Y_{J\mu}$ is $y\,\rho_{AB}/r^2$ with $\rho_{AB}=P_AP_B+Q_AQ_B$, because $\langle-\kappa_A|Y|-\kappa_B\rangle=y$. The total density is spherical by the third identity of (3), so only $U_0$ enters the direct term; in exchange $\frac{4\pi}{2J+1}$ cancels against (22). The total energy is

$$E=\sum_Aq_AI_A+\frac12\sum_{AB}q_Aq_B\Big[\langle\rho_{AA}U_0\rho_{BB}\rangle-\sum_J\Lambda_J\langle\rho_{AB}U_J\rho_{AB}\rangle+e_{AB}\Big].\tag{25}$$

The Breit term has the sign opposite to Coulomb exchange, which traces back to the minus sign in (6). For eight pairs of $\kappa$ up to $f_{7/2}$ with arbitrary model functions $P,Q$, the radial pair energies for Coulomb exchange, Gaunt and Breit agree with the momentum-space form, evaluated by direct transforms of $m$-resolved spinors, to $6.1\times10^{-15}$ relative to the momentum-space value.

### Variation

Orbitals of different $\kappa$ or $m$ are orthogonal through their angular parts, so the constraints are $\int\rho_{AA'}dr=\delta_{AA'}$ for $\kappa_A=\kappa_{A'}$ only. The Dirac operator is unbounded below, so $E$ is made stationary, not minimal, and the solutions taken are those of the positive-energy branch.

The one-electron term gives, after one integration by parts with $PQ$ vanishing at both ends, $\delta I_A=2\int\delta P_A[V_{\rm nuc}P_A+c(-Q_A'+\kappa_AQ_A/r)]+2\int\delta Q_A[c(P_A'+\kappa_AP_A/r)+(V_{\rm nuc}-2c^2)Q_A]$.

For the Breit term, exchange $A\leftrightarrow B$ in (21): $\Delta\to-\Delta$ and $P_AQ_B\leftrightarrow Q_AP_B$, so $S\to S$, $M\to(-\Delta-J)Q_AP_B+(-\Delta+J)P_AQ_B=-M$, and likewise $N\to-N$. All terms of (23) are quadratic in these, and $\Lambda_J,\bar\Lambda_J,c_0$ are symmetric, so $e_{AB}=e_{BA}$. Varying subshell $A$ in the second slot then gives the same as varying it in the first, which cancels the factor $\tfrac12$; the argument covers $B=A$, where $A$ fills both slots. Hence $\delta E_B=q_A\sum_Bq_B\,\delta_1e_{AB}$, with $\delta_1$ acting on the first slot only. Each symmetric form contributes twice, $\delta\langle SU_JS\rangle=2\langle\delta S\,U_JS\rangle$, and the mixed form contributes once through $\delta M(r)$ and once through $\delta N(s)$:

$$\delta_1e_{AB}=2\sum_J\int\big[a_0\,\delta S+a_-\,\delta M+a_+\,\delta N\big]dr,\tag{26}$$

$$\begin{aligned}a_0(r)&=\bar\Lambda_Jc_0\int_0^\infty U_J(r,s)S(s)\,ds,\\ a_-(r)&=\Lambda_J\Big[c_-\int_0^\infty U_{J-1}(r,s)M(s)\,ds-\frac{c_\times}{2}\int_r^\infty W_J(r,s)N(s)\,ds\Big],\\ a_+(r)&=\Lambda_J\Big[c_+\int_0^\infty U_{J+1}(r,s)N(s)\,ds-\frac{c_\times}{2}\int_0^rW_J(s,r)M(s)\,ds\Big].\end{aligned}\tag{27}$$

In (21), $P_A$ always multiplies $Q_B$ and $Q_A$ always multiplies $P_B$. Collecting the coefficients of $\delta P_A$ and $\delta Q_A$, $\delta E_B=2q_A\int[\delta P_A\,\mathcal B^P_A+\delta Q_A\,\mathcal B^Q_A]\,dr$ with

$$\begin{aligned}\mathcal B^P_A&=\sum_Bq_B\sum_{J\ge1}\big[a_0+(\Delta-J)a_-+(\Delta+J+1)a_+\big]\,Q_B,\\ \mathcal B^Q_A&=\sum_Bq_B\sum_{J\ge1}\big[a_0+(\Delta+J)a_-+(\Delta-J-1)a_+\big]\,P_B .\end{aligned}\tag{28}$$

The same counting applied to the Coulomb terms of (25) gives $2q_A\int\delta P_A[V_HP_A-\sum_Bq_Bx_{AB}P_B]$ and the same with $P\to Q$, where

$$V_H(r)=\sum_Bq_B\int U_0\,\rho_{BB}\,ds,\qquad x_{AB}(r)=\sum_J\Lambda_J\int U_J\,\rho_{AB}\,ds .\tag{29}$$

All these terms have the form $F_\kappa$ acting on the pair $(P_A,Q_A)$, with one linear operator for all subshells of a given $\kappa$: in (27) and (29) the functions of $A$ enter linearly through $S,M,N,\rho_{AB}$, and the coefficients depend on $A$ only through $\kappa_A$. The operator is symmetric, because the $U_L$ are symmetric and the two $W_J$ terms in (27) are transposes of each other. With Lagrange multipliers the stationarity condition is $F_\kappa\phi_A=\sum_{A'}\varepsilon_{AA'}\phi_{A'}$, $\phi=(P,Q)$, and $\varepsilon_{AA'}=\langle A'|F_\kappa|A\rangle$ is a symmetric matrix. An orthogonal mixing of the occupied subshells of one $\kappa$ leaves $F_\kappa$ unchanged, since they all have the same $q$ and enter through sums such as $\sum_BQ_B(r)P_B(s)$. That mixing diagonalizes $\varepsilon$. With $V=V_{\rm nuc}+V_H$, the radial Dirac–Fock–Breit equations are

$$(V-\varepsilon_A)P_A+c\Big(-Q_A'+\frac{\kappa_A}{r}Q_A\Big)-\sum_Bq_Bx_{AB}P_B+\mathcal B^P_A=0,\tag{30}$$

$$c\Big(P_A'+\frac{\kappa_A}{r}P_A\Big)+(V-2c^2-\varepsilon_A)Q_A-\sum_Bq_Bx_{AB}Q_B+\mathcal B^Q_A=0 .\tag{31}$$

Equation (30), the upper row of the Dirac equation, is the large equation. Without Breit its only explicit small component is the orbital's own, through the kinetic term. With Breit it is driven by $Q_B$ of every occupied subshell, $B=A$ included, and (31) is driven by $P_B$. The statement concerns the factor standing at the point $r$; the potentials (27) that multiply it are nonlocal and contain both $P_AQ_B$ and $Q_AP_B$.

Each row of (28) was compared with the derivative of the momentum-space energy (11) in a model system of three subshells, $\kappa=-1,2,-3$, varying the first two. For a variation of $P$ with $\kappa=-1$ both give $0.018283460\ E_h$, for $Q$ with $\kappa=-1$ both give $0.044174011\ E_h$, and for $\kappa=2$ the common values are $0.008539473$ and $0.068760962\ E_h$. The self-consistent equations were compared with a four-component calculation in PySCF for Pb$^{72+}$ with a point nucleus, in the same set of four $s$ and two $p$ Gaussians. Both give $-13501.523324\ E_h$ with Coulomb and $-13483.121402\ E_h$ with Coulomb plus Gaunt. That basis is far from complete, so these numbers compare two codes and are not energies of the ion; the comparison does not include the retardation term.

This part has derived the radial energy (25) and the Dirac–Fock–Breit equations (30)–(31), in which the Breit terms bring the small components of all occupied subshells into the large equation and the large components into the small one. What remains is to examine special cases, the effect of orbital relaxation and the limits of the equations, and to apply them to neutral lead.
